# Effective sample size when reweighting surrogate trajectories to first-principles energies

**Q.** You have run long molecular dynamics with a cheap surrogate potential, and you want averages for the first-principles potential by recomputing energies on stored frames. What entitles you to do that?

**A.** An identity between two Boltzmann averages. Let \(U_0(x)\) be the surrogate energy of configuration \(x\), \(U_1(x)\) the first-principles energy, and \(\beta=1/(k_BT)\). Define

\[
\Delta(x)=U_1(x)-U_0(x),\qquad w(x)=e^{-\beta\Delta(x)} .
\]

Write \(\langle\cdot\rangle_0\) and \(\langle\cdot\rangle_1\) for the canonical averages with the two potentials, and \(Z_0,Z_1\) for their configuration integrals. Since \(e^{-\beta U_1}=w\,e^{-\beta U_0}\),

\[
\langle O\rangle_1=\frac{1}{Z_1}\int O\,w\,e^{-\beta U_0}dx=\frac{Z_0}{Z_1}\langle wO\rangle_0 .
\]

Setting \(O=1\) gives \(\langle w\rangle_0=Z_1/Z_0\), and therefore

\[
\langle O\rangle_1=\frac{\langle wO\rangle_0}{\langle w\rangle_0}.
\]

With \(n\) surrogate frames the estimate is \(\bar O=\sum_i w_iO_i/\sum_i w_i\). A constant added to \(\Delta\) multiplies every weight by the same factor and cancels, so what matters is how \(\Delta\) fluctuates. I assume that the frames are statistically independent.

**Q.** The identity holds for any surrogate that covers the same configurations. Why should I worry about the number of frames?

**A.** Because unequal weights waste frames. Take an observable that is independent of the weights and has variance \(\sigma_O^2\). At given weights, \(\bar O\) is a linear combination of independent \(O_i\) with coefficients \(w_i/\sum_j w_j\). Variances add with squared coefficients:

\[
\mathrm{Var}(\bar O\,|\,w)=\sigma_O^2\,\frac{\sum_i w_i^2}{\left(\sum_i w_i\right)^2}\equiv\frac{\sigma_O^2}{n_{\rm eff}},
\qquad
n_{\rm eff}=\frac{\left(\sum_i w_i\right)^2}{\sum_i w_i^2}.
\]

This \(n_{\rm eff}\) is Kish's effective sample size: the number of equally weighted independent frames that would give the same variance. Equal weights give \(n_{\rm eff}=n\); one dominant weight gives \(n_{\rm eff}\approx1\).

If the frames were correlated in time, covariances between different \(O_i\) would enter the variance, and \(n_{\rm eff}\) alone would no longer describe it.

**Q.** That number depends on the particular sample. Is there a property of the two potentials behind it?

**A.** Yes, in the limit of many frames. Divide numerator and denominator by \(n^2\):

\[
\frac{n_{\rm eff}}{n}=\frac{\left(\frac1n\sum_i w_i\right)^2}{\frac1n\sum_i w_i^2}
\;\longrightarrow\; f=\frac{\langle w\rangle_0^2}{\langle w^2\rangle_0}\qquad(n\to\infty),
\]

by the law of large numbers applied to each average, provided that \(\langle w^2\rangle_0\) is finite.

**Q.** Then evaluate it. What do you assume about the weights?

**A.** That \(\ln w=-\beta\Delta\) is Gaussian over the surrogate ensemble, with mean \(m\) and variance

\[
s^2=\beta^2\,\mathrm{Var}_0(\Delta).
\]

Write \(\ln w=m+sz\), where \(z\) is a standard normal variable. For any power \(k\),

\[
\langle w^k\rangle_0=e^{km}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{ksz-z^2/2}.
\]

Completing the square,

\[
ksz-\frac{z^2}{2}=-\frac{(z-ks)^2}{2}+\frac{k^2s^2}{2},
\]

and the remaining integral is that of a normalized Gaussian centred at \(z=ks\). Hence

\[
\langle w^k\rangle_0=e^{km+k^2s^2/2}.
\]

The two moments needed are \(\langle w\rangle_0^2=e^{2m+s^2}\) and \(\langle w^2\rangle_0=e^{2m+2s^2}\). Their ratio is

\[
\boxed{f=e^{-s^2}}
\]

The mean \(m\) has dropped out, as the cancellation of constant offsets requires. For \(s\ll1\), \(f\approx1-s^2\) and little is lost. When the energy difference fluctuates by \(k_BT\), so that \(s=1\), the fraction is \(e^{-1}\).

The square also shows the geometry. The integrand of \(\langle w\rangle_0\) is centred at \(z=s\), so the configurations typical of the first-principles ensemble lie \(s\) standard deviations out in the surrogate distribution of \(\ln w\).

**Q.** You derived Kish's number for an observable that ignores the weights. The energy, for one, does not ignore them.

**A.** Then the variance changes, and a Gaussian model shows by how much. Let \(O\) have correlation \(c\) with \(\ln w\) in the surrogate ensemble:

\[
O=\mu_0+\sigma_O\left(cz+\sqrt{1-c^2}\,y\right),
\]

where \(y\) is a standard normal variable independent of \(z\). Weighting by \(w\) moves the centre of \(z\) from 0 to \(s\), so the reweighted mean is \(\mu_1=\mu_0+\sigma_Ocs\). The error of the estimate is

\[
\bar O-\mu_1=\frac{\sum_iw_i(O_i-\mu_1)}{\sum_iw_i}.
\]

The numerator has zero mean, because \(\langle w(O-\mu_1)\rangle_0=0\). To leading order for large \(n\), the denominator may be replaced by \(n\langle w\rangle_0\), which gives

\[
\mathrm{Var}(\bar O)\simeq\frac{\langle w^2(O-\mu_1)^2\rangle_0}{n\langle w\rangle_0^2}.
\]

Weighting by \(w^2\) moves the centre of \(z\) to \(2s\). Put \(z=2s+z'\), with \(z'\) standard normal under that weighting:

\[
O-\mu_1=\sigma_O\left[c(z-s)+\sqrt{1-c^2}\,y\right]=\sigma_O\left[cs+cz'+\sqrt{1-c^2}\,y\right].
\]

The cross terms average to zero, so the mean square is \(\sigma_O^2(c^2s^2+c^2+1-c^2)=\sigma_O^2(1+c^2s^2)\). Multiplying by \(\langle w^2\rangle_0/\langle w\rangle_0^2=e^{s^2}\),

\[
\mathrm{Var}(\bar O)\simeq\frac{\sigma_O^2}{n}\,e^{s^2}\left(1+c^2s^2\right).
\]

In this model Kish's number gives the right large-\(n\) variance for \(c=0\) and is optimistic otherwise. Repeated numerical experiments at \(s^2=0.644\) gave \(n\mathrm{Var}(\bar O)/\sigma_O^2=1.92\) for \(c=0\), where the formula gives 1.90. For \(c=0.8\) they gave 2.60 against 2.69, about 3% below the formula and inside the 10% tolerance of the test.

**Q.** So far there is no system size in this. My surrogate has a small error per atom, and that error gets smaller in larger cells. Should reweighting not improve?

**A.** The weight contains the total energy difference, not the difference per atom. Suppose \(\Delta=\sum_i e_i\) is a sum of local errors on a ring of \(N\) sites, \(N\) even. The errors are jointly Gaussian, each with standard deviation \(\sigma\), and two sites at ring distance \(r\) have correlation \(\rho^r\), with \(0\le\rho<1\). Each site has two neighbours at every distance from 1 to \(N/2-1\), and one at distance \(N/2\). With \(h=N/2\),

\[
\frac{\mathrm{Var}_0(\Delta)}{N\sigma^2}=1+2\sum_{r=1}^{h-1}\rho^r+\rho^h
=1+\frac{2(\rho-\rho^h)}{1-\rho}+\rho^h .
\]

Over the common denominator, the numerator is

\[
1-\rho+2\rho-2\rho^h+\rho^h-\rho^{h+1}=(1+\rho)(1-\rho^h),
\]

so that

\[
\mathrm{Var}_0(\Delta)=N\sigma^2\,\frac{1+\rho}{1-\rho}\left(1-\rho^{N/2}\right).
\]

For rings much longer than the correlation length the last bracket is 1, and

\[
s^2\simeq N\beta^2\sigma^2\,\frac{1+\rho}{1-\rho},\qquad
f\simeq\exp\left[-N\beta^2\sigma^2\,\frac{1+\rho}{1-\rho}\right].
\]

The error per atom, \(\sqrt{\mathrm{Var}_0(\Delta)}/N\), does fall as \(N^{-1/2}\). The total error grows as \(N^{1/2}\), and the useful fraction falls exponentially. To hold \(f\) fixed as \(N\) grows, \(\sigma\) must shrink as \(N^{-1/2}\).

**Q.** Exponentials can be slow. Put in numbers.

**A.** Take round model parameters: \(T=300\) K, so \(k_BT=25.85\) meV, a site error \(\sigma=3\) meV, and \(\rho=0.5\). The correlation factor is \((1+0.5)/(1-0.5)=3\). For \(N=64\) the finite-ring correction is negligible, and

\[
\mathrm{Var}_0(\Delta)=64\times(3\ \mathrm{meV})^2\times3=1728\ \mathrm{meV}^2 .
\]

The total error is 41.6 meV, or 0.65 meV per atom. Then

\[
s^2=\left(\frac{41.57}{25.852}\right)^2=2.59,\qquad f=e^{-2.59}=0.075 .
\]

In the limit of many frames, about one in 13 is effective. At \(N=256\) the error per atom has halved to 0.32 meV, but \(s^2=10.3\) and \(f=3.2\times10^{-5}\), one frame in about 31,000. These are limiting fractions: \(n_{\rm eff}\simeq nf\) holds only when \(n\) is large enough for the average of \(w_i^2\) to have converged, and the next answer gives a rough minimum for that number for Gaussian \(\ln w\).

The size at which one frame in ten is effective follows from \(e^{-s^2}=0.1\). With \(s^2/N=0.0404\),

\[
N=\frac{\ln10}{0.0404}\approx57 .
\]

Halving the site error divides \(s^2/N\) by four and raises this size to 228.

**Q.** I would notice such a collapse. I would compute \(n_{\rm eff}/n\) from my 10,000 frames and see it.

**A.** You would see a low number, but it could lie far above the limit \(f\). The integrand of \(\langle w^2\rangle_0\) is a Gaussian centred at \(z=2s\), so half of the second moment comes from frames with \(z>2s\). A surrogate frame falls there with probability \(Q(2s)\), where \(Q\) is the upper tail of the standard normal distribution. On average \(1/Q(2s)\) frames are needed to meet one such frame. Convergence takes many times more: in the table below, 10,000 frames at \(N=64\) are 6.5 times \(1/Q(2s)\), and the median is still about 20% above \(f\).

For large \(a\), put \(z=a+u\) in the tail integral:

\[
Q(a)=\frac{e^{-a^2/2}}{\sqrt{2\pi}}\int_0^\infty e^{-au-u^2/2}du\simeq\frac{e^{-a^2/2}}{a\sqrt{2\pi}},
\]

because \(u\) is confined to about \(1/a\), where \(u^2/2\) is negligible. With \(a=2s\),

\[
\frac{1}{Q(2s)}\simeq2s\sqrt{2\pi}\;e^{2s^2}.
\]

At large \(s\) this grows much faster than \(1/f=e^{s^2}\). Here are the ring results, with the median Kish fraction reported by 200 samples of 10,000 frames each (these medians carry sampling scatter of their own, larger at large \(N\)):

| \(N\) | \(f=e^{-s^2}\) | median reported | \(1/Q(2s)\) |
|---|---|---|---|
| 16 | 0.525 | 0.527 | 18 |
| 32 | 0.275 | 0.283 | 87 |
| 64 | 0.075 | 0.088 | \(1.5\times10^3\) |
| 128 | 0.0057 | 0.016 | \(3.7\times10^5\) |
| 256 | \(3.2\times10^{-5}\) | \(2.5\times10^{-3}\) | \(1.6\times10^{10}\) |

At \(N=128\) the typical reported fraction is about three times \(f\); at \(N=256\) it is about 80 times \(f\). This does not mean that the precision of the sample is overstated by these factors: for an observable independent of the weights, \(\sigma_O^2/n_{\rm eff}\) is the variance at the given weights for any \(n\), and \(nf=0.32\) at \(N=256\) is not a possible value of \(n_{\rm eff}\). It means that the reported fraction cannot be extrapolated, because it typically falls towards \(f\) as frames are added. For an observable correlated with \(\ln w\), the missing tail also biases \(\bar O\) towards \(\mu_0\), which \(n_{\rm eff}\) does not show.

**Q.** Why does missing the tail push the fraction up? Both the numerator and the denominator lose something.

**A.** They lose different amounts. Model a finite sample by cutting the distribution at \(z=a\), and let \(\Phi=1-Q\). The integrand of \(\langle w\rangle_0\) is centred at \(s\), so a share \(\Phi(a-s)\) survives. That of \(\langle w^2\rangle_0\) is centred at \(2s\), so a share \(\Phi(a-2s)\) survives. Normalizing the cut distribution divides each moment by \(\Phi(a)\), and hence the fraction by one factor \(\Phi(a)\). For a sample of \(n\) frames the cut lies near \(Q(a)\approx1/n\), so this factor is very close to 1 and is dropped. The apparent fraction in this model is then

\[
f_{\rm cut}=f\,\frac{\Phi(a-s)^2}{\Phi(a-2s)} .
\]

A sharp cut explains the trend, not the exact values. With \(Q(a)=10^{-4}\) it gives \(4.2f\) at \(N=128\) and \(144f\) at \(N=256\), where the medians in the table are about \(3f\) and \(80f\).

For a cut at \(a=2s\) this is \(2f\,\Phi(s)^2\), which approaches \(2f\) for large \(s\). A cut well below \(2s\), but still well above \(s\), leaves the numerator nearly intact while the denominator shrinks further, and the overestimate grows.

There is also a floor. For positive weights \(\left(\sum_iw_i\right)^2\ge\sum_iw_i^2\), so \(n_{\rm eff}\ge1\). A sample of 10,000 frames cannot report less than \(10^{-4}\), which is already above the true \(f\) at \(N=256\).

**Q.** Then I shall avoid the tail altogether. I measure the variance of \(\ln w\), which converges quickly, and use \(e^{-s^2}\). In a large cell the central limit theorem makes \(\ln w\) Gaussian anyway.

**A.** For a small error per degree of freedom that gives the leading term of \(\ln f\), but the central limit theorem does not make \(e^{-s^2}\) itself accurate in a large cell. Define \(K(t)=\ln\langle w^t\rangle_0\), and expand it in the cumulants \(\kappa_j\) of \(\ln w\), assuming that the series converges up to \(t=2\):

\[
K(t)=\sum_{j\ge1}\frac{\kappa_jt^j}{j!}.
\]

Since \(f=\langle w\rangle_0^2/\langle w^2\rangle_0\),

\[
\ln f=2K(1)-K(2)=\sum_{j\ge1}\frac{2-2^j}{j!}\,\kappa_j=-\kappa_2-\kappa_3-\frac{7}{12}\kappa_4-\cdots
\]

The coefficient of \(\kappa_1\) is zero, and \(\kappa_2=s^2\). If the system consists of \(N\) independent, identical parts, \(\langle w^t\rangle_0\) is a product and \(K\) is a sum, so every cumulant is proportional to \(N\). The skewness \(\kappa_3/\kappa_2^{3/2}\) then falls as \(N^{-1/2}\) and the histogram looks ever more Gaussian. The correction \(-\kappa_3\) to the exponent nevertheless grows as \(N\).

The two facts agree because they concern different regions. The central limit theorem describes deviations of \(\ln w\) of order \(s\propto N^{1/2}\). In the Gaussian estimate, the second moment comes from \(z\approx2s\), where \(\ln w-m=2s^2\propto N\).

**Q.** Show me a case where this matters and where the true answer is known.

**A.** Take \(M\) independent harmonic coordinates, measured in units of their surrogate standard deviation, and let the first-principles stiffness be \(1+\varepsilon\) times the surrogate's:

\[
\beta U_0=\frac12\sum_{i=1}^Mx_i^2,\qquad \beta U_1=\frac{1+\varepsilon}{2}\sum_{i=1}^Mx_i^2,\qquad \ln w=-\frac{\varepsilon}{2}\sum_{i=1}^Mx_i^2 .
\]

For one coordinate, as long as \(1+t\varepsilon>0\),

\[
\langle w^t\rangle_0=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-(1+t\varepsilon)x^2/2}=(1+t\varepsilon)^{-1/2}.
\]

Squaring the \(t=1\) moment, dividing by the \(t=2\) moment and multiplying over coordinates,

\[
f=\left[\frac{\sqrt{1+2\varepsilon}}{1+\varepsilon}\right]^M .
\]

The variance of \(x^2\) is \(3-1=2\), so \(s^2=M(\varepsilon^2/4)\times2=M\varepsilon^2/2\). Expanding the logarithm,

\[
\ln f=M\left[\tfrac12\ln(1+2\varepsilon)-\ln(1+\varepsilon)\right]=M\left[-\frac{\varepsilon^2}{2}+\varepsilon^3-\cdots\right].
\]

The first term is \(-s^2\). The Gaussian rate is thus the leading term for small \(\varepsilon\), whatever the size.

For 256 atoms, \(M=768\). An error \(\varepsilon=\pm0.1\) gives \(s^2=768\times0.01/2=3.84\) and \(e^{-s^2}=0.021\) for either sign. The skewness of \(\ln w\) is only about 0.1 in magnitude. The true fractions are

- \(f=0.041\) for \(\varepsilon=+0.1\), where the surrogate is too soft;
- \(f=0.0085\) for \(\varepsilon=-0.1\), where the surrogate is too stiff.

The Gaussian estimate is too low by a factor of 1.9 in the first case and too high by a factor of 2.5 in the second. The exact exponent differs from \(-s^2\) by \(+0.65\) and \(-0.93\). The cubic term gives \(768\times(\pm0.001)=\pm0.77\). The next term of the expansion, \(M\left(-2+\tfrac14\right)\varepsilon^4=-\tfrac74M\varepsilon^4\), adds \(-0.13\) for either sign.

**Q.** Why is a stiff surrogate the worse one, and how bad can it get?

**A.** It samples too narrow a region, and the weight \(e^{|\varepsilon|x^2/2}\) of each coordinate grows without limit as \(x\) moves outwards, so rare outlying frames can dominate the sums. With too soft a surrogate the weights cannot exceed 1, so \(\langle w^2\rangle_0\) is finite and \(f>0\) for every \(\varepsilon>0\). That bound does not make the weights even: at \(M=768\) and \(\varepsilon=+0.1\) the mean weight is \(1.1^{-384}=e^{-36.6}\), far below 1, and \(f\) is only 0.041. At small \(|\varepsilon|\) the difference between the two signs is the \(\varepsilon^3\) term of \(\ln f\), which raises \(f\) for a soft surrogate and lowers it for a stiff one. At \(\varepsilon\le-1/2\) the factor \(e^{-(1+2\varepsilon)x^2/2}\) in \(\langle w^2\rangle_0\) no longer decays and the second moment diverges. For \(-1<\varepsilon\le-1/2\) the mean weight is still finite; at \(\varepsilon=-0.6\) it is \(0.4^{-1/2}=1.58\) per coordinate. The average of \(w_i^2\) then grows without bound as frames are added, and \(n_{\rm eff}/n\) tends to zero. Yet the variance of \(\ln w\) is finite, so \(e^{-s^2}\) stays positive and does not reveal the divergence. For a single coordinate at \(\varepsilon=-0.6\), \(s^2=0.36/2=0.18\) and \(e^{-s^2}=0.84\), while the true \(f\) is zero.

**Q.** What may I rely on, then, when I plan such a calculation?

**A.** Use \(s^2=\beta^2\mathrm{Var}_0(\Delta)\) from a modest set of frames as a first screen. If \(s^2\) is well below 1 and \(\ln w\) has no heavy upper tail, most frames count. If \(s^2\) is several units, do not take a reported \(n_{\rm eff}/n\) for \(f\), or extrapolate it to more frames, unless your number of frames is many times \(1/Q(2s)\). The multiple needed grows with \(s\): in the cut model, \(n=K/Q(2s)\) frames put the cut near \(a\approx2s+\ln K/(2s)\), so a share of roughly \(Q(\ln K/(2s))\) of \(\langle w^2\rangle_0\) is still missing, and at fixed \(K\) this share rises with \(s\). These figures are for Gaussian \(\ln w\); a heavier upper tail needs more frames still. Inspect the third cumulant before believing \(e^{-s^2}\): a large one is a warning, but a small one is no guarantee. In the single-coordinate example at \(\varepsilon=-0.6\), the term \(-\kappa_3=\varepsilon^3\) shifts the exponent by only \(-0.22\) although \(f=0\). If \(u=\ln w\) has the symmetric density \(e^{-|u|/b}/(2b)\), then \(\kappa_3=0\), yet the integrand \(e^{2u-u/b}\) of \(\langle w^2\rangle_0\) does not decay at large \(u\) for \(b\ge1/2\), and \(f=0\) for \(1/2\le b<1\). For local errors at fixed accuracy per site, a larger cell moves you from small \(s^2\) to large \(s^2\). The numerical check evaluates the weight moments by quadrature and samples the correlated site errors directly for \(N=16\); the medians in the table come from sampling a Gaussian \(\ln w\) with the ring variance, which is the distribution of a sum of jointly Gaussian site errors.

## Computed results

```
Temperature: 300 K, kT = 25.852 meV
Site error: 3.0 meV, neighbour correlation 0.5
Frames in each sampled test set: 10000
N=16: total error 20.74 meV, per atom 1.296 meV
  s^2 = 0.6439, f = exp(-s^2) = 5.253e-01
  frames for 100 effective: 1.904e+02
  frames for one beyond z=2s: 1.843e+01
  median sampled Kish fraction: 5.265e-01
N=32: total error 29.39 meV, per atom 0.919 meV
  s^2 = 1.2928, f = exp(-s^2) = 2.745e-01
  frames for 100 effective: 3.643e+02
  frames for one beyond z=2s: 8.708e+01
  median sampled Kish fraction: 2.831e-01
N=64: total error 41.57 meV, per atom 0.650 meV
  s^2 = 2.5856, f = exp(-s^2) = 7.535e-02
  frames for 100 effective: 1.327e+03
  frames for one beyond z=2s: 1.538e+03
  median sampled Kish fraction: 8.827e-02
N=128: total error 58.79 meV, per atom 0.459 meV
  s^2 = 5.1711, f = exp(-s^2) = 5.678e-03
  frames for 100 effective: 1.761e+04
  frames for one beyond z=2s: 3.693e+05
  median sampled Kish fraction: 1.622e-02
N=256: total error 83.14 meV, per atom 0.325 meV
  s^2 = 10.3423, f = exp(-s^2) = 3.224e-05
  frames for 100 effective: 3.102e+06
  frames for one beyond z=2s: 1.587e+10
  median sampled Kish fraction: 2.509e-03
N=16, 200000 sampled fields: f = 0.5256, theory 0.5253
Site error 3.0 meV: s^2 per atom 0.04040, f=0.1 at N = 57.0
Site error 1.5 meV: s^2 per atom 0.01010, f=0.1 at N = 228.0
N=16, c=0.0: n*variance/sigma_O^2 = 1.915, theory 1.904
N=16, c=0.8: n*variance/sigma_O^2 = 2.602, theory 2.688
Stiffness model: 256 atoms, 768 coordinates
eps=+0.1: s^2 = 3.840, skewness -0.102
  true f = 0.04131, exp(-s^2) = 0.02149
  -ln(true f) = 3.187
eps=-0.1: s^2 = 3.840, skewness +0.102
  true f = 0.00848, exp(-s^2) = 0.02149
  -ln(true f) = 4.770
eps=-0.6: mean weight 1.5811
  <w^2> growth, cutoff 10 to 20 sd: 5.10e+12
```
